# Bright Spots in a Weak-Phase Electron Micrograph: Columns or Tunnels?: a numerical check

```python
"""Contrast reversal of atom columns in high-resolution electron microscopy.

Result under test: for a weak phase object phi(r) the image is
    I(r) = 1 + 2 sum_q phi_q sin(chi(q)) exp(i q.r),
    chi(q) = defocus*q^2/(2k) + Cs*q^4/(4k^3),
so a defocus step 2*pi*k/q0^2 reverses the contrast of the shell |q| = q0.
Symbols (atomic units inside, nm and eV in print): k electron wave number,
v electron speed, phi = (1/v) * integral of the potential along the beam,
Cs spherical aberration, underfocus negative, lens factor exp(-i chi).
Example: CdTe along [001]; neutral atoms with Moliere's screening function.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from numpy.polynomial.hermite_e import hermegauss

NM = 1e-9 / const.physical_constants["Bohr radius"][0]
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
LIGHT = 1 / const.fine_structure

# Inputs; material and instrument values are rough typical ones.
beam_ev = 300e3
a = 0.648 * NM
film_cells = 2
cs = 1.2e6 * NM
aperture = 2 * np.pi * 5.0 / NM
u_rms = 0.015 * NM
focal_spread = 4.0 * NM
tilt_rms = 0.2e-3
inelastic_path = 100.0 * NM


def momentum(energy):
    return np.sqrt(2 * energy + (energy / LIGHT) ** 2)


energy = beam_ev / HARTREE_EV
k = momentum(energy)
v = k / (1 + energy / LIGHT**2)
wavelength = 2 * np.pi / k
thickness = film_cells * a
q200 = 2 * np.pi * 2 / a
q220 = q200 * np.sqrt(2)

WEIGHTS = (0.35, 0.55, 0.10)
DECAYS = (0.3, 1.2, 6.0)


def screening(x):
    return sum(w * np.exp(-b * x) for w, b in zip(WEIGHTS, DECAYS))


def atom_radius(z):
    return 0.5 * (3 * np.pi / 4) ** (2 / 3) * z ** (-1 / 3)


def atom_ft(q, z):
    """Fourier transform of the atomic potential, hartree bohr^3."""
    r = atom_radius(z)
    return 4 * np.pi * z * sum(
        w / (q**2 + (b / r) ** 2) for w, b in zip(WEIGHTS, DECAYS))


def thermal(q):
    return np.exp(-0.5 * (q * u_rms) ** 2)


def chi(q, defocus):
    return defocus * q**2 / (2 * k) + cs * q**4 / (4 * k**3)


# Screening function against the Thomas-Fermi equation.
slope = -1.588071
x0 = 1e-4
start = [1 + slope*x0 + 4/3*x0**1.5 + 0.4*slope*x0**2.5 + x0**3/3,
         slope + 2*x0**0.5 + slope*x0**1.5 + x0**2]
xs = np.linspace(x0, 5, 200)
tf = solve_ivp(lambda x, y: [y[1], max(y[0], 0)**1.5 / np.sqrt(x)],
               (x0, 5), start, t_eval=xs, rtol=1e-9, atol=1e-11)
screen_error = np.max(np.abs(tf.y[0] - screening(xs)))
assert tf.success and screen_error < 0.005

# Atomic Fourier transform by radial quadrature.
for z in (48, 52):
    for q in (q200, q220):
        radial = quad(lambda r: 4*np.pi*z*screening(r/atom_radius(z))
                      * np.sin(q*r)/q, 0, 30, limit=400)[0]
        assert abs(radial / atom_ft(q, z) - 1) < 1e-6

# Phase per unit potential, propagation phase and lens phase.
assert abs((momentum(energy + 1) - k) * v - 1) < 1e-3
exact_phase = (np.sqrt(k**2 - q220**2) - k) * 50 * NM
assert abs(exact_phase / (-q220**2 * 50 * NM / (2*k)) - 1) < 1e-4
ray_phase = quad(lambda t: k * (cs*t**3 - 50*NM*t), 0, q220/k)[0]
assert abs(ray_phase - chi(q220, -50*NM)) < 1e-6

# Four atomic layers in one cell: atomic number and column positions.
LAYERS = [(48, [(0, 0), (.5, .5)]), (52, [(.25, .25), (.75, .75)]),
          (48, [(.5, 0), (0, .5)]), (52, [(.75, .25), (.25, .75)])]


def mesh(n):
    index = np.fft.fftfreq(n, 1 / n)
    h, l = np.meshgrid(index, index, indexing="ij")
    return h, l, 2 * np.pi * np.hypot(h, l) / a


def layer_phases(n):
    h, l, q = mesh(n)
    phases = []
    for z, sites in LAYERS:
        lattice = sum(np.exp(-2j*np.pi*(h*x + l*y)) for x, y in sites)
        ft = atom_ft(q, z) * thermal(q) * lattice
        phases.append(np.fft.ifft2(ft).real * n**2 / a**2 / v)
    return phases


def multislice(n, cells, strength=1.0):
    """Exit waves after 1, 2, ..., cells unit cells."""
    q = mesh(n)[2]
    step = np.exp(-1j * q**2 * (a / 4) / (2 * k))
    gratings = [np.exp(1j * strength * p) for p in layer_phases(n)]
    wave = np.ones((n, n), complex)
    waves = []
    for _ in range(cells):
        for grating in gratings:
            wave = np.fft.ifft2(np.fft.fft2(wave * grating) * step)
        waves.append(wave)
    return waves


def image(wave, defocus, only_220=False):
    """Coherent image; only_220 passes just the 000 and {220} beams."""
    h, l, q = mesh(len(wave))
    passed = q <= aperture
    if only_220:
        passed = np.isin(np.rint(h**2 + l**2), (0, 8))
    lens = passed * np.exp(-1j * chi(q, defocus))
    return np.abs(np.fft.ifft2(np.fft.fft2(wave) * lens)) ** 2


def extra_beams(wave):
    """Largest passed beam outside 000, {200}, {220}, relative to {220}."""
    h, l, q = mesh(len(wave))
    order = np.rint(h**2 + l**2)
    beams = np.abs(np.fft.fft2(wave))
    extra = (q <= aperture) & ~np.isin(order, (0, 4, 8))
    return beams[extra].max() / beams[order == 8].max()


def linear_image(phase, defocus):
    q = mesh(len(phase))[2]
    transfer = (q <= aperture) * np.sin(chi(q, defocus))
    return 1 + 2 * np.fft.ifft2(np.fft.fft2(phase) * transfer).real


def site_values(img):
    s = len(img) // 4
    return np.array([img[0, 0], img[s, s], img[s, 0]])


def contrast(img):
    cd, te, tunnel = site_values(img)
    return (cd + te) / 2 - tunnel


def spot_to_column(img):
    n = len(img)
    spot = np.array(np.unravel_index(np.argmax(img), img.shape)) / n
    gaps = [spot - np.array(p) for _, sites in LAYERS for p in sites]
    return min(np.linalg.norm(g - np.rint(g)) for g in gaps) * a


N = 64
phase = film_cells * sum(layer_phases(N))
scherzer = -1.2 * np.sqrt(cs * wavelength)
flip = 2 * np.pi * k / q220**2
reversed_df = scherzer - flip
settings = [("Scherzer", scherzer), ("reversed", reversed_df)]

# Site intensities from structure factors.
v220 = 4*(atom_ft(q220, 48) + atom_ft(q220, 52))*thermal(q220)/a**3
v200 = 4*(atom_ft(q200, 48) - atom_ft(q200, 52))*thermal(q200)/a**3
phi220, phi200 = v220 * thickness / v, v200 * thickness / v


def site_formula(defocus, strength=1.0):
    s220 = 8 * phi220 * np.sin(chi(q220, defocus)) * strength
    s200 = 8 * phi200 * np.sin(chi(q200, defocus)) * strength
    return np.array([1 + s220 + s200, 1 + s220 - s200, 1 - s220])


# Linear law against the full phase object: its error must be quadratic.
for _, df in settings:
    errors = []
    for eps in (0.02, 0.01):
        full = site_values(image(np.exp(1j * eps * phase), df))
        errors.append(np.max(np.abs(full - site_formula(df, eps))))
    assert errors[0] < 0.02 * 8 * phi220 * 0.1
    assert abs(errors[0] / errors[1] - 4) < 0.3

# Reversal of the 220 shell, computed from weak full phase objects.
weak = np.exp(1e-4j * phase)
before = image(weak, scherzer, True)
after = image(weak, reversed_df, True)
before, after = before - before.mean(), after - after.mean()
assert np.max(np.abs(before + after)) < 1e-3 * np.max(np.abs(before))

# Displaced pattern for a thick crystal when only 000 and 220 pass.
waves = multislice(N, 40)
thick_a = image(waves[15], scherzer, True)
thick_b = image(waves[15], reversed_df, True)
assert np.max(np.abs(thick_b - np.roll(thick_a, N//4, axis=0))) < 1e-9
film = waves[film_cells - 1]
film_a, film_b = image(film, scherzer), image(film, reversed_df)
mismatch = np.max(np.abs(film_b - np.roll(film_a, N//4, axis=0)))

# The extra beams come from layer depth: a projected film has none.
assert extra_beams(np.exp(1j * phase)) < 1e-9
assert extra_beams(film) > 1e-4

# Multislice: weak limit and grid convergence.
weak_film = multislice(N, film_cells, 1e-3)[-1]
finer = multislice(96, 16)[-1]
for _, df in settings:
    linear_c = 16 * phi220 * np.sin(chi(q220, df))
    assert abs(contrast(image(weak_film, df))/(1e-3*linear_c) - 1) < 0.02
    assert abs(contrast(image(finer, df))
               - contrast(image(waves[15], df))) < 0.02

# Where the bright spots are, in the linear and the multislice image.
for df, distance in ((scherzer, a / 4), (reversed_df, 0.0)):
    assert abs(spot_to_column(linear_image(phase, df)) - distance) < 1e-6
    assert abs(spot_to_column(image(film, df)) - distance) < 0.03 * NM
assert contrast(film_a) < 0 < contrast(film_b)

linear_zero = brentq(lambda d: np.sin(chi(q220, d)), reversed_df, scherzer)
film_zero = brentq(lambda d: contrast(image(film, d)),
                   reversed_df, scherzer)


def averaged_transfer(defocus):
    """Mean linear transfer over Gaussian beam tilts and focus values."""
    x, w = hermegauss(11)
    w = w / w.sum()
    tx, ty, f = np.meshgrid(x, x, x, indexing="ij")
    weight = w[:, None, None] * w[None, :, None] * w[None, None, :]
    tx, ty = tx * k * tilt_rms, ty * k * tilt_rms
    f = defocus + f * focal_spread
    centre = chi(np.hypot(tx, ty), f)
    plus = chi(np.hypot(tx + q220, ty), f) - centre
    minus = chi(np.hypot(tx - q220, ty), f) - centre
    return np.sum(weight*0.5j*(np.exp(-1j*plus) - np.exp(1j*minus))).real


def damping(defocus):
    focus_part = q220**2 * focal_spread / (2 * k)
    ray_shift = defocus * q220 / k + cs * (q220 / k) ** 3
    return np.exp(-0.5*focus_part**2 - 0.5*(k*tilt_rms*ray_shift)**2)


coherence = {}
for name, df in settings:
    coherence[name] = averaged_transfer(df)
    assert abs(coherence[name] - damping(df)*np.sin(chi(q220, df))) < 0.01

print(f"beam energy {beam_ev/1e3:.0f} keV; Cs {cs/NM/1e6:.1f} mm")
print(f"wavelength {wavelength/NM:.6f} nm; speed/c {v/LIGHT:.4f}")
print(f"lattice parameter {a/NM:.3f} nm; film {thickness/NM:.3f} nm")
print(f"aperture radius {aperture*NM/(2*np.pi):.2f} 1/nm")
print(f"spacing d220 {2*np.pi/q220/NM:.4f} nm, "
      f"d200 {2*np.pi/q200/NM:.4f} nm")
print(f"Moliere minus Thomas-Fermi screening, max {screen_error:.4f}")
print(f"potential coefficient V220 {v220*HARTREE_EV:.3f} V")
print(f"potential coefficient V200 {v200*HARTREE_EV:.3f} V")
print(f"phase coefficient phi220 {phi220:.5f} rad")
print(f"phase coefficient phi200 {phi200:.5f} rad")
print(f"reversal step {flip/NM:.2f} nm = {10*flip/NM:.1f} angstrom")
for name, df in settings:
    print(f"[{name}] defocus {df/NM:.2f} nm")
    print(f"  chi220 {chi(q220, df):.4f} rad, "
          f"sin {np.sin(chi(q220, df)):.4f}")
    print(f"  chi200 {chi(q200, df):.4f} rad, "
          f"sin {np.sin(chi(q200, df)):.4f}")
    lin, full = site_formula(df), site_values(image(film, df))
    print("  linear I at Cd, Te, tunnel: "
          + ", ".join(f"{i:.3f}" for i in lin))
    print("  multislice I at Cd, Te, tunnel: "
          + ", ".join(f"{i:.3f}" for i in full))
    print(f"  column-tunnel contrast: linear "
          f"{(lin[0]+lin[1])/2-lin[2]:.3f}, "
          f"multislice {contrast(image(film, df)):.3f}")
    print(f"  brightest spot to nearest column: linear "
          f"{spot_to_column(linear_image(phase, df))/NM:.3f} nm, "
          f"multislice {spot_to_column(image(film, df))/NM:.3f} nm")
    print(f"  transfer with partial coherence {coherence[name]:.4f}")
print(f"contrast zero: linear {linear_zero/NM:.2f} nm, "
      f"multislice {film_zero/NM:.2f} nm")
print(f"reversed vs displaced film image, max difference {mismatch:.3f}")
print(f"layer-depth beams relative to 220: film {extra_beams(film):.4f}, "
      f"{16*a/NM:.2f} nm crystal {extra_beams(waves[15]):.4f}")
print(f"focal spread {focal_spread/NM:.1f} nm rms; "
      f"tilt {tilt_rms*1e3:.1f} mrad rms per axis")
print(f"thermal displacement {u_rms/NM:.3f} nm rms per axis (near 300 K)")
print(f"thermal factor of 220 {thermal(q220):.4f}")
print(f"rough inelastic path {inelastic_path/NM:.0f} nm; "
      f"fraction lost {100*(1-np.exp(-thickness/inelastic_path)):.1f} %")
print("multislice contrast by thickness (Scherzer, reversed):")
for cells in (1, 2, 4, 8, 16, 32):
    c = [contrast(image(waves[cells-1], df)) for _, df in settings]
    print(f"  {cells*a/NM:.2f} nm: {c[0]:.3f}, {c[1]:.3f}")
turned = next((i + 1 for i, w in enumerate(waves)
               if contrast(image(w, scherzer)) > 0), None)
if turned is None:
    print(f"no sign change at Scherzer up to {len(waves)*a/NM:.2f} nm")
else:
    print(f"first sign change at Scherzer: {turned*a/NM:.2f} nm thick")
print("verified")
```

Output:

```
beam energy 300 keV; Cs 1.2 mm
wavelength 0.001969 nm; speed/c 0.7765
lattice parameter 0.648 nm; film 1.296 nm
aperture radius 5.00 1/nm
spacing d220 0.2291 nm, d200 0.3240 nm
Moliere minus Thomas-Fermi screening, max 0.0019
potential coefficient V220 7.938 V
potential coefficient V200 -0.253 V
phase coefficient phi220 0.06714 rad
phase coefficient phi200 -0.00214 rad
reversal step 26.66 nm = 266.6 angstrom
[Scherzer] defocus -58.33 nm
  chi220 -1.6520 rad, sin -0.9967
  chi200 -2.1313 rad, sin -0.8470
  linear I at Cd, Te, tunnel: 0.479, 0.450, 1.535
  multislice I at Cd, Te, tunnel: 0.535, 0.525, 1.556
  column-tunnel contrast: linear -1.071, multislice -1.026
  brightest spot to nearest column: linear 0.162 nm, multislice 0.162 nm
  transfer with partial coherence -0.8804
[reversed] defocus -84.99 nm
  chi220 -4.7936 rad, sin 0.9967
  chi200 -3.7021 rad, sin 0.5316
  linear I at Cd, Te, tunnel: 1.526, 1.544, 0.465
  multislice I at Cd, Te, tunnel: 1.530, 1.571, 0.523
  column-tunnel contrast: linear 1.071, multislice 1.027
  brightest spot to nearest column: linear 0.000 nm, multislice 0.000 nm
  transfer with partial coherence 0.8927
contrast zero: linear -70.97 nm, multislice -70.38 nm
reversed vs displaced film image, max difference 0.028
layer-depth beams relative to 220: film 0.0209, 10.37 nm crystal 0.0216
focal spread 4.0 nm rms; tilt 0.2 mrad rms per axis
thermal displacement 0.015 nm rms per axis (near 300 K)
thermal factor of 220 0.9189
rough inelastic path 100 nm; fraction lost 1.3 %
multislice contrast by thickness (Scherzer, reversed):
  0.65 nm: -0.524, 0.525
  1.30 nm: -1.026, 1.027
  2.59 nm: -1.895, 1.889
  5.18 nm: -2.676, 2.640
  10.37 nm: 0.020, -0.099
  20.74 nm: 0.173, -0.056
first sign change at Scherzer: 10.37 nm thick
verified
```
